# Sample shape and the G = 0 term in magnetic shielding

## What symmetry already fixes

A uniform field $\mathbf B_{\rm ext}$ applied to a crystal induces currents, and these produce a further field at each nucleus. Averaged over a unit cell deep in the sample, the induced field is the $\mathbf G=0$ term of its Fourier series. Let $\mathbf M$ be the induced magnetic moment per volume. In Gaussian units, used throughout, $\mathbf M$ and the field have the same dimension. Magnetostatics is linear and contains no length of its own, so the field of a uniformly magnetized body must be

$$\mathbf B=4\pi K\mathbf M ,$$

with a dimensionless matrix $K$ that can depend on the shape of the body and on the relative position in it, but not on its size.

The trace of $K$ is the same for all shapes. The magnetization has the scalar potential $\psi=-\mathbf M\cdot\nabla f$, with $f(\mathbf r)=\int_V d^3r'/|\mathbf r-\mathbf r'|$, because the potential of a dipole $\mathbf m$ is $-\mathbf m\cdot\nabla(1/r)$. Then $\mathbf H=-\nabla\psi$ gives

$$H_i=\partial_i\partial_jf\,M_j=-4\pi N_{ij}M_j,\qquad N_{ij}=-\frac1{4\pi}\partial_i\partial_jf ,\tag{1}$$

with repeated indices summed. Since $\mathbf B=\mathbf H+4\pi\mathbf M$, we have $K=1-N$. Inside the body $\nabla^2f=-4\pi$, so $\mathrm{tr}\,N=1$ and $\mathrm{tr}\,K=3-1=2$.

At the centre of a sphere no direction is preferred. There $K$ is a multiple of the unit matrix, and its trace makes it $2/3$. This is the origin of the "two thirds of $4\pi\chi$". It remains to show that the value holds away from the centre, and that a real crystal, whose magnetization varies strongly within each cell, obeys the same law.

## Assumptions and theorem

The assumptions are these.

1. The induced current is $\mathbf j=c\nabla\times\mathbf m$, where $\mathbf m(\mathbf r)=\sum_{\mathbf R}\mathbf m_0(\mathbf r-\mathbf R)$ and $\mathbf R$ runs over the cells of the sample. The function $\mathbf m_0$ is smooth and falls off faster than any power. This describes an insulator with localized cell currents.
2. The sample is an ellipsoid of linear size $L$, much larger than the cell size $a$. "Deep inside" means at a distance from the surface that is a fixed fraction of $L$ as $L/a\to\infty$.
3. The response is linear, $\mathbf M=\chi\mathbf H$, with $\chi$ the dimensionless volume susceptibility, and $|4\pi\chi|\ll1$. There is no spontaneous magnetization.

With cell volume $\Omega$, $\mathbf M=\Omega^{-1}\int\mathbf m_0\,d^3r$. This is the usual moment of the cell current $\mathbf j_0=c\nabla\times\mathbf m_0$, because

$$\frac1{2c}\int(\mathbf r\times\mathbf j_0)_i\,d^3r=\frac12\int(r_j\partial_im_{0j}-r_j\partial_jm_{0i})\,d^3r=\frac12\int(-m_{0i}+3m_{0i})\,d^3r=\int m_{0i}\,d^3r ,$$

where the second step is integration by parts.

**Theorem.** Deep inside the sample, up to corrections that vanish as $a/L\to0$,

$$\mathbf B_{\rm in}(\mathbf r)=\sum_{\mathbf G\ne0}\mathbf B(\mathbf G)e^{i\mathbf G\cdot\mathbf r}+4\pi(1-N)\mathbf M .\tag{2}$$

For a given $\mathbf m_0$ the sum is a bulk property, independent of the sample shape. The last term is the $\mathbf G=0$ field and depends on the sample shape through $N$. With the shielding defined by $\mathbf B_{\rm in}=-\sigma\mathbf B_{\rm ext}$, a spherical sample has, to first order in $\chi$,

$$\sigma(\mathbf G=0)=-\frac23\,4\pi\chi=-\frac{8\pi}3\chi .\tag{3}$$

If $\chi$ is a tensor, so is $\sigma$, and (3) holds component by component.

## Lemma 1: the components with G ≠ 0

**Lemma 1.** For $\mathbf G\neq0$, with $\hat{\mathbf G}=\mathbf G/G$,

$$\mathbf B(\mathbf G)=\frac{4\pi i}{c}\frac{\mathbf G\times\mathbf j(\mathbf G)}{G^2}=4\pi\left[\mathbf m(\mathbf G)-\hat{\mathbf G}(\hat{\mathbf G}\cdot\mathbf m(\mathbf G))\right].\tag{4}$$

*Proof.* The equation $\nabla\times\mathbf B=4\pi\mathbf j/c$ becomes $i\mathbf G\times\mathbf B=4\pi\mathbf j/c$. Take the cross product with $\mathbf G$ from the left. Since $\mathbf G\cdot\mathbf B=0$,

$$\mathbf G\times(i\mathbf G\times\mathbf B)=i[\mathbf G(\mathbf G\cdot\mathbf B)-G^2\mathbf B]=-iG^2\mathbf B=\frac{4\pi}c\mathbf G\times\mathbf j .$$

Multiplication by $i/G^2$ gives the first form. Inserting $\mathbf j=ic\,\mathbf G\times\mathbf m$ gives

$$i\,\mathbf G\times(i\mathbf G\times\mathbf m)=-[\mathbf G(\mathbf G\cdot\mathbf m)-G^2\mathbf m]=G^2\mathbf m-\mathbf G(\mathbf G\cdot\mathbf m),$$

which yields the second form. ∎

At $\mathbf G=0$ the first form reads $0/0$. The second form, continued to a small wave vector $\mathbf q$, tends to $4\pi[\mathbf M-\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf M)]$. This is zero for $\hat{\mathbf q}\parallel\mathbf M$ and $4\pi\mathbf M$ for $\hat{\mathbf q}\perp\mathbf M$, so there is no unique limit. Nor can the periodic bulk current supply the missing value: adding a constant to $\mathbf m$ leaves $\nabla\times\mathbf m$ unchanged in the bulk. In a finite sample that constant shows up as a current on the surface, and this is how the shape enters.

## Lemma 2: separating bulk from shape

**Lemma 2.** Deep inside, $\mathbf B_{\rm in}$ is the sum over $\mathbf G\neq0$ in (2) plus the field of the same body filled with uniform magnetization $\mathbf M$.

*Proof.* Let $\theta_C(\mathbf r)$ be 1 in the unit cell at the origin and 0 elsewhere. Split

$$\mathbf m_0=\mathbf d+\mathbf M\theta_C,\qquad \int\mathbf d\,d^3r=\Omega\mathbf M-\Omega\mathbf M=0 .$$

The potential of $\mathbf d$ is $\int\mathbf d(\mathbf r')\cdot(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3\,d^3r'$. Expanded for large $r$, its $r^{-2}$ term is proportional to $\int\mathbf d\,d^3r'$ and vanishes. The potential therefore falls at least as $r^{-3}$ and the field $\mathbf b_d$ at least as $r^{-4}$.

The number of cells between $R$ and $R+dR$ grows as $R^2dR$, so $\sum_{\mathbf R}\mathbf b_d(\mathbf r-\mathbf R)$ converges absolutely. The cells beyond a distance of order $L$ contribute of order $\int_L^\infty R^{-2}dR\sim1/L$. In the limit the sum is periodic and does not depend on shape.

Its Fourier coefficients are $\Omega^{-1}\tilde{\mathbf b}_d(\mathbf G)$, where a tilde denotes $\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}(\dots)$. For $\mathbf G\ne0$, Lemma 1 applies with $\tilde{\mathbf d}(\mathbf G)=\tilde{\mathbf m}_0(\mathbf G)-\mathbf M\tilde\theta_C(\mathbf G)$. A plane wave with a nonzero reciprocal lattice vector integrates to zero over a cell, so $\tilde\theta_C(\mathbf G)=0$, and the coefficient is (4) with $\mathbf m(\mathbf G)=\tilde{\mathbf m}_0(\mathbf G)/\Omega$.

For $\mathbf G=0$, the $r^{-4}$ decay makes $\mathbf b_d$ absolutely integrable, so $\tilde{\mathbf b}_d(\mathbf k)$ is continuous at $\mathbf k=0$. Its value there is the limit of $4\pi[\tilde{\mathbf d}-\hat{\mathbf k}(\hat{\mathbf k}\cdot\tilde{\mathbf d})]$, which is zero because $\tilde{\mathbf d}(0)=0$. The ambiguity of direction has gone, since the vector it acts on vanishes.

The other parts, $\mathbf M\theta_C(\mathbf r-\mathbf R)$, tile the sample with uniform magnetization. The stepped surface of this tiling differs from the smooth ellipsoid by a layer of thickness about $a$ and volume about $aL^2$. Its dipole field at a distance of order $L$ is of order $M\,aL^2/L^3=Ma/L$, which vanishes in the limit. ∎

The last estimate also covers atoms near the surface whose induced moments differ from those in the bulk, provided that the altered layer has a fixed thickness.

## Lemma 3: the uniformly magnetized ellipsoid

**Lemma 3.** Inside an ellipsoid with semi-axes $a_1,a_2,a_3$, $N$ is independent of position and diagonal in the principal axes:

$$N_{ij}=\int\frac{d\Omega_n}{4\pi}\,w_{ij}(\mathbf n),\qquad w_{ij}=\frac{(n_i/a_i)(n_j/a_j)}{\sum_l(n_l/a_l)^2},\tag{5}$$

where $\mathbf n$ runs over unit vectors.

*Proof.* The transform of $1/r$ is $4\pi/k^2$. If $\Theta(\mathbf k)$ is the transform of the function that is 1 in the body and 0 outside, then $f$ has the transform $4\pi\Theta/k^2$. In (1), $-\partial_i\partial_j$ becomes $k_ik_j$, hence

$$N_{ij}(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}\frac{k_ik_j}{k^2}\Theta(\mathbf k).$$

Set $r_i=a_i\rho_i$ and $\kappa_i=a_ik_i$. The body becomes the unit ball, $\Theta=a_1a_2a_3F(\kappa)$ with $F$ the transform of the ball, and $d^3k=d^3\kappa/(a_1a_2a_3)$, so the volume factors cancel. The phase is $\boldsymbol\kappa\cdot\boldsymbol\rho$, and $k_ik_j/k^2=w_{ij}(\mathbf n)$ depends only on the direction $\mathbf n=\boldsymbol\kappa/\kappa$. Opposite directions have equal $w_{ij}$, so the exponential may be replaced by a cosine:

$$N_{ij}=\int\frac{d\Omega_n}{4\pi}w_{ij}(\mathbf n)\,I(\mathbf n\cdot\boldsymbol\rho),\qquad I(t)=\frac1{2\pi^2}\int_0^\infty d\kappa\,\kappa^2F(\kappa)\cos\kappa t .$$

The prefactor is $4\pi/(2\pi)^3=1/(2\pi^2)$.

To find $I$, cut the ball into slices perpendicular to $\mathbf n$. The slice at height $s$ has area $A(s)=\pi(1-s^2)$, and $F(\kappa)=\int_{-1}^1A(s)e^{-i\kappa s}ds$. The inverse transform of $\kappa^2F$ is $-A''$:

$$\int_{-\infty}^{\infty}\frac{d\kappa}{2\pi}\kappa^2F(\kappa)e^{i\kappa t}=-A''(t).$$

Since $F$ is even, the integral in $I$ is half of $2\pi(-A'')$, that is $-\pi A''(t)$. With $A''=-2\pi$,

$$I(t)=-\frac{A''(t)}{2\pi}=1\qquad(|t|<1).$$

The slope of $A$ jumps at $|t|=1$, but an interior point has $|\mathbf n\cdot\boldsymbol\rho|\le|\boldsymbol\rho|<1$ and does not meet the jump. The dependence on position has dropped out, which leaves (5). The off-diagonal elements vanish because $w_{ij}$ changes sign when $n_i$ alone does. ∎

For a sphere $w_{ij}=n_in_j$, whose average is $\delta_{ij}/3$. Thus $N=1/3$ throughout the sphere, not just at its centre.

For a spheroid with semi-axes $a,a,c$ and $\lambda=c/a$, put $u=n_z$. Multiplying numerator and denominator of $w_{zz}$ by $c^2$ gives

$$N_z=\int_0^1\frac{u^2\,du}{u^2+\lambda^2(1-u^2)},\qquad N_x=N_y=\frac{1-N_z}2 .\tag{6}$$

For $\lambda\to\infty$ the integrand tends to 0 at every $u<1$, so a needle has $N_z=0$ and $N_x=1/2$. For $\lambda\to0$ it tends to 1, so a plate has $N_z=1$.

Both limits follow from the boundary conditions too. At the faces of a plate normal to the field, the normal component of $\mathbf B$ is continuous, so the mean field inside equals $\mathbf B_{\rm ext}$ and the induced part is zero. Along a needle the tangential $\mathbf H$ is continuous, so $\mathbf H=\mathbf B_{\rm ext}$ and the induced part is $4\pi\mathbf M$.

## Proof of the theorem

Lemmas 1 to 3 give (2), since the uniform body contributes $\mathbf B=\mathbf H+4\pi\mathbf M=4\pi(1-N)\mathbf M$.

To relate $\mathbf M$ to the applied field, take isotropic $\chi$ and a field along a principal axis. The macroscopic $H$ inside is $B_{\rm ext}-4\pi NM$. From $M=\chi H$,

$$M(1+4\pi N\chi)=\chi B_{\rm ext},\qquad B_{\rm in}(\mathbf G=0)=\frac{4\pi(1-N)\chi}{1+4\pi N\chi}B_{\rm ext}.\tag{7}$$

To first order the denominator is 1 and $\sigma(\mathbf G=0)=-4\pi(1-N)\chi$. For tensor $\chi$ the first-order relation is $\mathbf M=\chi\mathbf B_{\rm ext}$, and the same expression holds as a matrix product. Setting $N=1/3$ gives (3). The minus sign comes from the definition of $\sigma$: a diamagnet has $\chi<0$, its induced field opposes the applied one, and its shielding is positive. ∎

**Remark 1: the sphere at finite $\chi$.** Equation (7) can be reached without $N$. Take a sphere of radius 1 and permeability $\mu=1+4\pi\chi$, with potential $-Hr\cos\vartheta$ inside and $-B_{\rm ext}r\cos\vartheta+p\cos\vartheta/r^2$ outside. Continuity of the potential gives $H=B_{\rm ext}-p$, and continuity of the normal $B$ gives $\mu H=B_{\rm ext}+2p$. Eliminating $p$ gives $H=3B_{\rm ext}/(\mu+2)$, so

$$\frac{\mu H-B_{\rm ext}}{B_{\rm ext}}=\frac{2(\mu-1)}{\mu+2}=\frac{(8\pi/3)\chi}{1+4\pi\chi/3}.$$

The relative correction to (3) is thus $-4\pi\chi/3$ to leading order.

**Remark 2: averaging over orientations.** For isotropic $\chi$, the mean of $-4\pi(1-N_i)\chi$ over the three principal axes is $-4\pi\chi(3-\mathrm{tr}\,N)/3=-(8\pi/3)\chi$. To first order in $\chi$, every ellipsoid has the spherical value on this average, though in general not for one fixed orientation.

**Remark 3: where (3) fails.** In a body that is not an ellipsoid, $N$ generally varies with position. Nuclei in equivalent sites then see different fields, and one number cannot represent the $\mathbf G=0$ term. A ferromagnet violates $\mathbf M=\chi\mathbf H$, and currents that are not localized in cells lie outside Lemma 2.

## On-site currents in the PAW method

In a PAW calculation part of the induced current is described by plane waves, and its field is summed over $\mathbf G$. The field of the on-site currents, including those of the core, may instead be integrated in real space about their own nucleus. The two parts need different treatment at $\mathbf G=0$.

**Proposition.** Let a spherical sample carry one compact magnetization cloud $\mathbf m_0=\Omega\mathbf M\,g(r)$ per site, with $\int g\,d^3r=1$, on a lattice with cubic symmetry about each site. If the clouds do not overlap, the field at a site is that of its own cloud, and

$$\sum_{\mathbf G\ne0}\mathbf B(\mathbf G)+\frac{8\pi}3\mathbf M=\frac{8\pi}3\Omega g(0)\mathbf M .\tag{8}$$

*Proof.* Outside its cloud, each other site acts as a point dipole with moment $\Omega\mathbf M$. With the sphere centred on the chosen site, cubic symmetry gives $\sum R_iR_j/R^5=\frac13\delta_{ij}\sum R^{-3}$, so the dipole fields $\sum(3R_iR_j-R^2\delta_{ij})\Omega M_j/R^5$ cancel. By Lemma 3 the result holds at other deep sites too. A spherical cloud is a superposition of concentric uniform balls, each giving $8\pi/3$ times its magnetization at the centre, so its own field is $(8\pi/3)\mathbf m_0(0)$. The left side of (8) is the same total field from (2). ∎

A diamagnetic current $\mathbf j\propto n(r)\,\mathbf r\times\mathbf B_{\rm ext}$ in a spherical density $n$ is of this kind, because $\nabla\times(h\mathbf B_{\rm ext})=(h'/r)\,\mathbf r\times\mathbf B_{\rm ext}$ and $h'$ can be chosen proportional to $rn$.

The real-space integral therefore already contains the whole right side of (8). Adding $-(8\pi/3)\chi_{\rm site}$ for the same currents would count their $\mathbf G=0$ part twice. For such spherical clouds at cubic sites of a spherical sample, the $\chi$ in (3) should be that of the current whose field is summed over $\mathbf G$. In an ellipsoidal sample of another shape the other sites no longer cancel: they add $4\pi(\frac13-N)\mathbf M$, with $\mathbf M$ the moment per volume of the on-site currents. At sites of lower symmetry the dipole sum over the other atoms need not vanish and has to be added. On-site currents that are not spherical clouds, as valence augmentation currents can be, also carry higher multipoles, starting with the octupole at a cubic site. Their fields from the other atoms need not cancel even under cubic symmetry, and the Proposition does not cover them.

## A worked model crystal

Take $\chi=-1.0\times10^{-6}$ and $B_{\rm ext}=1.0\times10^5$ gauss. Then $M=\chi B_{\rm ext}=-0.100$ gauss, and for a sphere

$$B_{\rm in}(\mathbf G=0)=\frac{8\pi}3(-0.100)=-0.838\ \text{gauss},\qquad \sigma=8.38\ \text{ppm}.$$

In SI the susceptibility is $4\pi\chi=-1.257\times10^{-5}$, and minus two thirds of it is the same shielding. The finite-$\chi$ correction is a relative $4.2\times10^{-6}$, which is negligible here.

The shape matters far more. Numerical integration of (6) gives $N_z$ for the two spheroids.

| Shape | $N$ along field | $\sigma(\mathbf G=0)$, ppm |
|---|---:|---:|
| needle along field | 0 | 12.57 |
| prolate, $c/a=2$ | 0.174 | 10.39 |
| sphere | 0.333 | 8.38 |
| needle across field | 0.500 | 6.28 |
| oblate, $c/a=1/2$ | 0.527 | 5.94 |
| plate normal to field | 1 | 0 |

Now give the crystal a structure: a simple cubic lattice of constant 1, with one Gaussian cloud of standard deviation 0.1 per cell and its moment along the field. The sum of (4) over $\mathbf G\neq0$ gives 523.5 ppm at a lattice site and 21.70 ppm midway between neighbouring sites along the field. These numbers belong to the bulk.

The total can also be found without reciprocal space, by adding the closed-form fields of all clouds in a finite crystal. For a sphere of 273,977 cells, and for spheroids of 233,133 (prolate) and 266,727 (oblate) cells with the field along their axis, the midpoint values are:

- sphere: 30.08 ppm, against $21.70+8.38=30.08$ ppm;
- prolate: 32.09 ppm, against $21.70+10.39=32.09$ ppm;
- oblate: 27.64 ppm, against $21.70+5.94=27.64$ ppm.

At the site and the midpoint, the two routes differ by at most $1.8\times10^{-3}$ ppm, while the shape terms differ by 2 ppm or more. Both points lie at the centre of the sample; closer to the surface the remainder is larger. At the central site of the two spheroids the remainder comes from the stepped surface: it equals $4\pi(N-N_{\rm step})M$, where $N_{\rm step}$ is the factor at the centre of the body made of the unit cubes around the lattice points.

At a site of the sphere, (8) can be read off. The periodic part and the shape term give $523.5+8.4=531.9$ ppm, and the field of a single isolated cloud at its centre also gives 531.9 ppm. Had that field been taken in real space and the shape term then added, the result would have been too large by 8.4 ppm.
